# The Laue Interference Function and Its Delta-Comb Limit: verification in Python

```python
# Result under test: for N cells at n*a (n = 0..N-1) the interference function
#   I_N(q) = |sum_n exp(-i q n a)|^2 = sin^2(N q a/2) / sin^2(q a/2)
# has peaks N^2, widths proportional to 1/N, area N per period of x = q a/(2 pi),
# and I_N/N tends to (2 pi/a) * sum_h delta(q - 2 pi h/a).
# In three dimensions |S|^2/N tends to ((2 pi)^3/V_c) * sum_G delta(q - G).
# q: wave-vector transfer (1/angstrom); a: lattice constant (angstrom);
# V_c: cell volume; G: reciprocal-lattice vectors. Lengths are model values.
import itertools
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici

a = 3.0
nodes, weights = np.polynomial.legendre.leggauss(600)


def direct(q, count):
    """Interference function from the explicit sum over cells."""
    q = np.asarray(q, dtype=float)
    total = np.zeros(q.shape, dtype=complex)
    for n in range(count):
        total += np.exp(-1j * q * n * a)
    return np.abs(total) ** 2


def direct_x(x, count):
    return direct(2 * np.pi * np.asarray(x) / a, count)


def closed(phase, count):
    """Closed form; phase is q*a."""
    return np.sin(count * phase / 2) ** 2 / np.sin(phase / 2) ** 2


def integrate_x(count, low, high):
    x = 0.5 * (high - low) * nodes + 0.5 * (high + low)
    return 0.5 * (high - low) * np.sum(weights * direct_x(x, count))


# Universal numbers of the peak shape (sin u / u)^2
u_half = brentq(lambda u: np.sin(u) / u - 1 / np.sqrt(2), 1.0, 2.0)
u_side = brentq(lambda u: np.sin(u) - u * np.cos(u), 4.0, 4.6)
width_limit = 2 * u_half / np.pi
side_limit = 1 / (1 + u_side ** 2)
share_limit = 2 / np.pi * sici(2 * np.pi)[0]
print(f"lattice constant a = {a:.1f} angstrom")
print(f"reciprocal period 2 pi/a = {2*np.pi/a:.5f} 1/angstrom")
print(f"half-height root u = {u_half:.5f}")
print(f"limit of N * FWHM in x = {width_limit:.5f}")
print(f"root of tan u = u: {u_side:.5f}")
print(f"limit of first subsidiary height / N^2 = {side_limit:.5f}")
print(f"limit of area share between first zeros = {share_limit:.5f}")

q_test = np.linspace(0.05, 6.1, 301)
far = 0.1
for N in (10, 100):
    assert np.allclose(direct(q_test, N), closed(q_test * a, N),
                       rtol=1e-8, atol=1e-8)
    # Peaks, upper bound and zeros
    peak = float(direct_x(1.0, N))
    assert abs(peak / N ** 2 - 1) < 1e-10
    x_fine = np.linspace(0, 1, 200 * N + 1)
    curve = direct_x(x_fine, N)
    assert curve.max() <= N ** 2 * (1 + 1e-10)
    assert np.max(direct_x(np.arange(1, N) / N, N)) < 1e-18
    inner = curve[1:-1]
    maxima = int(np.sum((inner > curve[:-2]) & (inner > curve[2:])))
    assert maxima == N - 2
    # Width and first subsidiary maximum
    half = brentq(lambda x: float(direct_x(x, N)) - N ** 2 / 2,
                  0.1 / N, 1.0 / N, xtol=1e-14)
    fwhm = 2 * half
    # Finite-N corrections to the limiting shape are of order 1/N^2
    assert abs(N * fwhm / width_limit - 1) < 0.5 / N ** 2
    found = minimize_scalar(lambda x: -float(direct_x(x, N)),
                            bounds=(1 / N, 2 / N), method="bounded",
                            options={"xatol": 1e-10})
    side = -found.fun
    assert abs(side / N ** 2 / side_limit - 1) < 8 / N ** 2
    # Areas
    area = integrate_x(N, -0.5, 0.5)
    assert abs(area / N - 1) < 1e-10
    share = integrate_x(N, -1 / N, 1 / N) / area
    assert abs(share - share_limit) < 0.5 / N ** 2
    outside = integrate_x(N, far, 1 - far) / N
    bound = (1 - 2 * far) / (N * np.sin(np.pi * far) ** 2)
    assert 0 < outside < bound
    print(f"N = {N}: peak height = {peak:.3f}")
    print(f"  first zero at distance {2*np.pi/(N*a):.5f} 1/angstrom")
    print(f"  FWHM in x = {fwhm:.6f}, N * FWHM = {N*fwhm:.5f}")
    print(f"  FWHM in q = {2*np.pi*fwhm/a:.6f} 1/angstrom")
    print(f"  subsidiary maxima per period = {maxima}")
    print(f"  first subsidiary height = {side:.4f}, / N^2 = {side/N**2:.5f}")
    print(f"  area per period in x = {area:.6f}")
    print(f"  area per period in q = {2*np.pi*area/a:.5f} 1/angstrom")
    print(f"  area share between first zeros = {share:.5f}")
    print(f"  share farther than {far} from integers = {outside:.6f}"
          f" (bound {bound:.6f})")

# A cell with two unequal atoms only multiplies the interference function
strengths, offsets = (1.0, 0.5), (0.0, 0.3 * a)
atoms = sum(f * np.exp(-1j * q_test * (n * a + r))
            for n in range(10) for f, r in zip(strengths, offsets))
cell_factor = sum(f * np.exp(-1j * q_test * r)
                  for f, r in zip(strengths, offsets))
assert np.allclose(np.abs(atoms) ** 2,
                   np.abs(cell_factor) ** 2 * closed(q_test * a, 10),
                   atol=1e-8)

# Comb limit in one dimension, tested with a Gaussian in q
center, spread = 2.0, 0.5
q_grid = np.linspace(center - 10 * spread, center + 10 * spread, 20001)
step = q_grid[1] - q_grid[0]


def bell(q):
    return np.exp(-(q - center) ** 2 / (2 * spread ** 2))


comb = 2 * np.pi / a * np.sum(bell(2 * np.pi * np.arange(-20, 21) / a))
m = np.arange(-10, 11)
transform = (np.sqrt(2 * np.pi) * spread * np.cos(center * m * a)
             * np.exp(-(spread * m * a) ** 2 / 2))
slope = -np.sum(np.abs(m) * transform)
print(f"Gaussian test: center {center} and spread {spread} 1/angstrom")
print(f"  delta-comb value = {comb:.6f} 1/angstrom")
print(f"  predicted N * error = {slope:.6f} 1/angstrom")
for N in (10, 100, 1000):
    smeared = step * np.sum(direct(q_grid, N) * bell(q_grid)) / N
    assert abs(N * (smeared - comb) - slope) < 1e-6
    print(f"  N = {N}: integral = {smeared:.6f} 1/angstrom,"
          f" N * error = {N*(smeared-comb):.6f}")

# Three dimensions: oblique cell, rows are the primitive vectors
cell = np.array([[3.0, 0.0, 0.0], [0.5, 3.2, 0.0], [0.3, 0.4, 3.5]])
recip = 2 * np.pi * np.linalg.inv(cell).T
volume = abs(np.dot(cell[0], np.cross(cell[1], cell[2])))


def block(sizes):
    return np.array(list(itertools.product(*map(range, sizes)))) @ cell


sizes = (4, 5, 6)
sites = block(sizes)
N3 = len(sites)


def intensity3(q):
    return np.abs(np.exp(-1j * q @ sites.T).sum(axis=1)) ** 2


peak3 = intensity3(np.array([[1, -2, 1]]) @ recip)[0]
assert abs(peak3 / N3 ** 2 - 1) < 1e-10
q_random = np.random.default_rng(1).uniform(0.1, 3.0, (50, 3))
product = np.prod([closed(q_random @ cell[i], sizes[i])
                   for i in range(3)], axis=0)
assert np.allclose(intensity3(q_random), product, rtol=1e-7, atol=1e-7)
g, w = np.polynomial.legendre.leggauss(20)
x3 = np.array(list(itertools.product(g / 2, repeat=3)))
w3 = np.prod(np.array(list(itertools.product(w / 2, repeat=3))), axis=1)
area3 = abs(np.linalg.det(recip)) * np.sum(w3 * intensity3(x3 @ recip))
assert abs(area3 / (N3 * (2 * np.pi) ** 3 / volume) - 1) < 1e-8
print("oblique cell vectors (angstrom): "
      + "; ".join(str(tuple(map(float, v))) for v in cell))
print(f"  cell volume = {volume:.3f} angstrom^3")
print(f"  block {sizes}: N = {N3}, peak height = {peak3:.2f}")
print(f"  integral over reciprocal cell = {area3:.4f} 1/angstrom^3")

# Gaussian-smeared intensity per cell from the explicit sum over pairs.
# It is cubic in 1/L up to negligible tails, so four sizes fix its limit.
spread3 = 0.4
center3 = recip[0] + np.array([0.2, 0.1, -0.15])
lengths = (6, 8, 10, 12)
values = []
for L in lengths:
    r = block((L, L, L))
    r2 = np.sum(r ** 2, axis=1)
    dist2 = r2[:, None] + r2[None, :] - 2 * r @ r.T
    phase = r @ center3
    pairs = (np.exp(-spread3 ** 2 * dist2 / 2)
             * np.cos(phase[:, None] - phase[None, :]))
    values.append((2 * np.pi) ** 1.5 * spread3 ** 3 * pairs.sum() / L ** 3)
h = 1 / np.array(lengths)
limit3 = sum(values[i] * np.prod([h[j] / (h[j] - h[i])
                                for j in range(4) if j != i])
             for i in range(4))
G = np.array(list(itertools.product(range(-4, 5), repeat=3))) @ recip
comb3 = ((2 * np.pi) ** 3 / volume
         * np.sum(np.exp(-np.sum((G - center3) ** 2, axis=1)
                         / (2 * spread3 ** 2))))
assert abs(limit3 / comb3 - 1) < 1e-7
print(f"  3D Gaussian spread = {spread3} 1/angstrom, center = b1 + "
      f"{tuple(round(float(v), 3) for v in center3 - recip[0])} 1/angstrom")
for L, value in zip(lengths, values):
    print(f"  L = {L}: smeared |S|^2/N = {value:.6f} 1/angstrom^3")
print(f"  extrapolated to infinite L = {limit3:.6f} 1/angstrom^3")
print(f"  reciprocal-lattice delta comb = {comb3:.6f} 1/angstrom^3")
print("checks complete")
```

Output:

```
lattice constant a = 3.0 angstrom
reciprocal period 2 pi/a = 2.09440 1/angstrom
half-height root u = 1.39156
limit of N * FWHM in x = 0.88589
root of tan u = u: 4.49341
limit of first subsidiary height / N^2 = 0.04719
limit of area share between first zeros = 0.90282
N = 10: peak height = 100.000
  first zero at distance 0.20944 1/angstrom
  FWHM in x = 0.088974, N * FWHM = 0.88974
  FWHM in q = 0.186347 1/angstrom
  subsidiary maxima per period = 8
  first subsidiary height = 5.0511, / N^2 = 0.05051
  area per period in x = 10.000000
  area per period in q = 20.94395 1/angstrom
  area share between first zeros = 0.90618
  share farther than 0.1 from integers = 0.093825 (bound 0.837771)
N = 100: peak height = 10000.000
  first zero at distance 0.02094 1/angstrom
  FWHM in x = 0.008859, N * FWHM = 0.88593
  FWHM in q = 0.018555 1/angstrom
  subsidiary maxima per period = 98
  first subsidiary height = 472.2222, / N^2 = 0.04722
  area per period in x = 100.000000
  area per period in q = 209.43951 1/angstrom
  area share between first zeros = 0.90286
  share farther than 0.1 from integers = 0.009791 (bound 0.083777)
Gaussian test: center 2.0 and spread 0.5 1/angstrom
  delta-comb value = 2.058249 1/angstrom
  predicted N * error = -0.828565 1/angstrom
  N = 10: integral = 1.975392 1/angstrom, N * error = -0.828565
  N = 100: integral = 2.049963 1/angstrom, N * error = -0.828565
  N = 1000: integral = 2.057420 1/angstrom, N * error = -0.828565
oblique cell vectors (angstrom): (3.0, 0.0, 0.0); (0.5, 3.2, 0.0); (0.3, 0.4, 3.5)
  cell volume = 33.600 angstrom^3
  block (4, 5, 6): N = 120, peak height = 14400.00
  integral over reciprocal cell = 885.8936 1/angstrom^3
  3D Gaussian spread = 0.4 1/angstrom, center = b1 + (0.2, 0.1, -0.15) 1/angstrom
  L = 6: smeared |S|^2/N = 4.608947 1/angstrom^3
  L = 8: smeared |S|^2/N = 4.908851 1/angstrom^3
  L = 10: smeared |S|^2/N = 5.094992 1/angstrom^3
  L = 12: smeared |S|^2/N = 5.221706 1/angstrom^3
  extrapolated to infinite L = 5.887373 1/angstrom^3
  reciprocal-lattice delta comb = 5.887373 1/angstrom^3
checks complete
```
